Airy states at the base of a tapered fin

**1. A straight fin**

Take a fin of constant width w and height H. Let x run across it, y along the channel and z upward from the base. The potential inside is flat and the walls are hard at x = ±w/2, z = 0 and z = H. With mass m_x across the fin and m_z along its height, the motion in y separates, and what remains is a rectangle:

E = ħ²π²n²/(2m_x w²) + ħ²π²k²/(2m_z H²), n, k = 1, 2, …

The density along the height is (2/H) sin²(kπz/H), which is symmetric about H/2. The mean height is therefore H/2 for every k, and nothing draws the electron to the base.

Now let the fin widen downward. The lateral energy is smallest where the fin is widest, so it acts as a potential that rises with z. Confining the electron within a length ℓ of the base costs kinetic energy of about ħ²/(2m_zℓ²), while spreading over ℓ costs Fℓ, where F is the slope of the lateral energy. The two balance at

ℓ³ = ħ²/(2m_z F).

Since F is proportional to the taper for small taper, ℓ should vary as the taper to the power −1/3. The rest of the work is to justify the potential, find the factors and see where the picture fails.

**2. The taper as a potential**

Let the full width be

w(z) = w_b − s z, s = 2 tan θ,

with θ the tilt of each sidewall. The base stays closed by a hard wall. This matters: if the fin opened into a substrate, the potential would go on falling below z = 0 and would push the electron out instead of holding it.

At each height the lateral modes and their energies are

φ_n(x;z) = √(2/w) sin[nπ(x/w + 1/2)], E_n(z) = ħ²π²n²/(2m_x w(z)²).

Write ψ = Σ_m φ_m(x;z) g_m(z). Differentiating twice in z gives

∂_z²ψ = Σ_m [φ_m g_m″ + 2(∂_zφ_m) g_m′ + (∂_z²φ_m) g_m].

Insert this in the Schrödinger equation and project on φ_n:

−(ħ²/2m_z)[g_n″ + Σ_m (2A_nm g_m′ + B_nm g_m)] + E_n(z) g_n = E g_n,

A_nm = ⟨φ_n|∂_zφ_m⟩, B_nm = ⟨φ_n|∂_z²φ_m⟩.

The modes are real, normalized at every z and zero on the moving walls. Differentiating ⟨φ_n|φ_n⟩ = 1 therefore leaves no boundary term and gives A_nn = 0. Differentiating A_nn = 0 in turn gives B_nn = −⟨∂_zφ_n|∂_zφ_n⟩. The diagonal part of the coupling is thus a positive energy,

D_n = (ħ²/2m_z) ⟨∂_zφ_n|∂_zφ_n⟩.

To evaluate it, set u = x/w and φ_n = w^(−1/2) f(u), with f = √2 sin[nπ(u + 1/2)]. Then ∂φ_n/∂w = −w^(−3/2)(f/2 + u f′), and since (dw/dz)² = s²,

⟨∂_zφ_n|∂_zφ_n⟩ = (s/w)² ∫(f/2 + u f′)² du, −1/2 < u < 1/2.

The square has three parts:

- ∫f²/4 du = 1/4.
- ∫u f f′ du = ½∫u (f²)′ du = −1/2, by parts.
- ∫u² f′² du = n²π² ∫u²{1 + cos[2nπ(u + 1/2)]} du. The first term integrates to 1/12. Two integrations by parts give 1/(2n²π²) for the cosine term. The result is n²π²/12 + 1/2.

The sum is

D_n = (ħ²/2m_z)(s/w)²(n²π²/12 + 1/4).

It is of order s². Mode mixing enters through A_nm with n ≠ m, which is of order s/w. Its second-order energy scales as the square of (ħ²/m_z)(s/w)g′ divided by a lateral gap. With g′ of order g/ℓ and ℓ ∝ s^(−1/3), this is s²ℓ^(−2) ∝ s^(8/3), smaller still.

**3. Two bounds on the ground energy**

The adiabatic step can be enclosed without perturbation theory. The product φ_1 g is an allowed trial function, and its energy is that of a particle in E_1 + D_1. The lowest level in that potential is therefore an upper bound.

For the other side, take any real normalized ψ and define G(z)² = ∫ψ² dx. Then GG′ = ∫ψ ∂_zψ dx, and the Cauchy–Schwarz inequality gives G′² ≤ ∫(∂_zψ)² dx. The lateral energy at height z is at least E_1(z)G². Hence

⟨H⟩ ≥ ∫[(ħ²/2m_z)G′² + E_1(z)G²] dz,

and the lowest level in E_1 alone is a lower bound. The true ground energy lies between the two, and their separation is of order s².

**4. The linear ramp and its Airy states**

Near the base expand in sz/w_b:

E_n(z) = E_n(0)(1 − sz/w_b)^(−2) = E_n(0)[1 + 2sz/w_b + 3(sz/w_b)² + …].

Keep the linear term, so that F_n = 2E_n(0)s/w_b. Dropping D_n and the mixing leaves

−(ħ²/2m_z)g″ + F_n z g = εg, ε = E − E_n(0).

Put z = ℓζ and divide by F_nℓ. The kinetic coefficient becomes ħ²/(2m_zF_nℓ³), which is one if ℓ³ = ħ²/(2m_zF_n). With a = ε/(F_nℓ),

g″ = (ζ − a)g,

where primes now mean d/dζ. The solution that decays upward is Ai(ζ − a). It must vanish at ζ = 0, so −a is a zero of Ai: a_1 = 2.338, a_2 = 4.088, and so on. Substituting F_n and E_n(0),

ℓ_n³ = (ħ²/2m_z) · w_b/(2sE_n(0)) = (ħ²w_b/4m_z s) · 2m_x w_b²/(ħ²π²n²),

ℓ_n = w_b [m_x/(2π²n²m_z s)]^(1/3),

E = E_n(0) + a_k F_n ℓ_n.

This is the localization length against slope at leading order. It is proportional to the base width, and it falls as s^(−1/3) and as n^(−2/3). A heavy mass across the fin weakens the ramp and lengthens the state; a heavy mass along the height shortens it.

The length ℓ is not that of a simple exponential. Above the turning height a_kℓ the leading decay of the amplitude is exp[−(2/3)(ζ − a_k)^(3/2)], which steepens with height.

**5. How large the state is**

Let ρ = g² be normalized in ζ. Using g″ = (ζ − a)g, three differentiations give

ρ‴ = 4(ζ − a)ρ′ + 2ρ.

At the wall ρ = ρ′ = 0, and everything vanishes far up. Multiply by ζ and integrate by parts. The left side is zero, so

0 = −4(2⟨ζ⟩ − a) + 2⟨ζ⟩, hence ⟨ζ⟩ = 2a/3.

Multiply by ζ² instead:

0 = −4(3⟨ζ²⟩ − 2a⟨ζ⟩) + 2⟨ζ²⟩, hence ⟨ζ²⟩ = 4a⟨ζ⟩/5 = 8a²/15.

So the mean height is ⟨z⟩ = 2a_kℓ/3. For the part beyond the turning height, note that the derivative of y Ai² − Ai′² is Ai², because Ai″ = y Ai. Integrating from −a and from 0 to infinity gives Ai′(−a)² and Ai′(0)². Their ratio is the probability above the turning height:

P = Ai′(0)²/Ai′(−a_k)².

For k = 1 this is 0.136. The ground state keeps 86% of its density below a_1ℓ.

**6. The next order**

The quadratic term in E_n(z) is Cz² with C = 3E_n(0)s²/w_b². In first order it raises the energy by

C · 8a²ℓ²/15 = (8/5)E_n(0)(a sℓ/w_b)².

The leading localization energy is aFℓ = 2E_n(0)a sℓ/w_b, so the relative increase is

q = (4/5)a_k sℓ/w_b.

The change in mean height follows from the Hellmann–Feynman theorem, ⟨z⟩ = ∂ε/∂F, with C held fixed. The leading energy varies as F^(2/3) and ℓ² as F^(−2/3), so

⟨z⟩ = (2/3)aℓ − (2/3)(8/15)C a²ℓ²/F.

Since C/F = 3s/(2w_b), the last term is (8/15)a²sℓ²/w_b, which is q times 2aℓ/3. Thus

ε = a_kFℓ(1 + q), ⟨z⟩ = (2a_kℓ/3)(1 − q).

The true ramp steepens upward, so it raises the level and presses the state down. Because q ∝ s^(2/3), the energy correction is of order s^(4/3). At small slope it exceeds the adiabatic term of order s²: the straight-line potential fails before the adiabatic separation does.

These results can be set against the full two-dimensional problem, diagonalized in polynomials of x/w(z) and z that vanish on the walls. This basis uses neither the sine modes nor Airy functions. The base width is 8 nm and the masses are those of section 8.

- Between s = 0.0001 and 0.0002 the mean height follows the exponent −0.3348. The factor 1 − q accounts for the excess over −1/3: q grows from 0.0018 to 0.0028, which adds −0.0015.
- At s = 0.0001 the lowest odd state across the fin has 0.6304 times the mean height of the lowest even one, against 2^(−2/3) = 0.6300.
- At s = 0.001 the departures from leading order are 1.005 times the predicted q for the energy and 0.993 times for the height.

**7. The limit of a nearly straight fin**

As s → 0 the length ℓ diverges, while section 1 requires ⟨z⟩ = H/2. The Airy state must therefore fail by the time its turning height reaches the top. Setting a_1ℓ = H for n = 1 gives a characteristic slope,

s_min = a_1³ m_x w_b³/(2π²m_z H³).

It marks a gradual change, not a threshold: at s_min itself the mean height is still close to H/2, and clear localization needs a slope several times larger. For the fin below, with H = 50 nm, s_min = 0.0044. At one twentieth of that slope the two-dimensional mean height is 24.93 nm, close to the straight-fin value of 25 nm. The cubes in s_min are useful to a designer: at fixed slope and masses, halving the width at the base has the same effect on this criterion as doubling the height.

**8. A silicon fin on buried oxide**

Take (110) sidewalls and the height along [001], with rough masses m_t = 0.19 and m_l = 0.92 in units of the free electron mass. Four valleys have their long axis in the wafer plane, at 45° to the fin. Their in-plane kinetic energy is

(ħ²/2)[αk_x² + 2βk_xk_y + αk_y²], α = ½(1/m_l + 1/m_t), β = ±½(1/m_l − 1/m_t).

Completing the square gives α(k_x + βk_y/α)² + (α − β²/α)k_y². The shift of k_x is removed by the phase exp(−iβk_yx/α), which changes neither the hard-wall conditions nor the z derivative at fixed x. Hence

m_x = 1/α = 2m_lm_t/(m_l + m_t) = 0.315, m_z = m_t = 0.19,

and the mass along the channel is m_y = (m_l + m_t)/2 = 0.555.

Let w_b = 8 nm, H = 50 nm and s = 0.05. Each sidewall then tilts by 1.43° and the top is 5.5 nm wide. The lateral energy at the base is 18.65 meV, so

F = 2 × 18.65 × 0.05/8 = 0.233 meV/nm,

ℓ = 8 × [0.315/(2π² × 0.19 × 0.05)]^(1/3) = 9.51 nm,

Fℓ = 2.22 meV, a_1Fℓ = 5.18 meV, 2a_1ℓ/3 = 14.8 nm.

The turning height is 22.2 nm, well below the top. With sℓ/w_b = 0.0594, q = 0.8 × 2.338 × 0.0594 = 0.111. The corrected values are 5.76 meV and 13.2 nm. The two-dimensional solution gives 5.80 meV and 13.3 nm, and moving the top from 50 nm up to 8ℓ changes neither at this precision. Relative to that solution the leading energy is 11% low and the leading height 11% high; with q included the errors are about 1%.

Mean heights with the top at 8ℓ, in nm:

slope: leading / corrected / two-dimensional
0.01: 25.3 / 24.4 / 24.4
0.02: 20.1 / 18.9 / 19.0
0.05: 14.8 / 13.2 / 13.3
0.10: 11.8 / 9.7 / 9.9

A tenfold increase of slope shortens ℓ by 10^(1/3) = 2.15, but the two-dimensional height falls by 2.46, because q grows as well.

The adiabatic term is tiny here. The two bounds of section 3 are 10.0 µeV apart, and the true level lies 0.25 µeV below the upper one. Between slopes 0.01 and 0.02 this last gap grows with exponent 2.69, near the estimated 8/3.

The second state lies 5.21 meV above the first. The linear ramp would give (4.088 − 2.338) × 2.217 = 3.88 meV, which is 25% too low. Including q for both states gives 5.07 meV. The remainder comes almost wholly from higher orders: raising the top to 8ℓ changes the spacing by less than 0.01 meV.

The other two valleys have their long axis along the height, with m_x = 0.19 and m_z = 0.92. Their state is more compact, with ℓ = 4.75 nm, but the light mass across the fin puts their level at 35.5 meV against 24.5 meV. Strain is left out. With hard walls, a strain splitting of more than 11 meV in their favour would make them the ground state and halve ℓ; penetration into the oxide lowers this threshold (section 9). Valley splitting is also left out.

**9. What a real fin changes**

The dimensions are roughly those of scaled logic fins, but a real fin may stand on bulk silicon, have a rounded top or taper unevenly. A bulk fin lacks the closed base, and the result does not carry over to it. For a fin on oxide several omissions can be sized; the electrostatic entries are rough estimates. The electron's image charge in the oxide and gate is left out. It also depends on the width, so it changes the ramp, and both the size and the sign of that change depend on the thickness of the gate oxide. Treating the fin locally as a slab between metal gates, F falls by about 12% for 0.5 nm of oxide and by 2% for 1 nm, and rises by about 14% for 3 nm and by up to a third for a very thick oxide.

**Oxide penetration.** With a barrier V of roughly 3.1 eV and oxide mass m_ox = 0.5, the wave enters the oxide as exp(−κx), with κ = √(2m_oxV)/ħ. Continuity of ψ and ψ′/m moves the effective wall outward by m_ox/(m_xκ) = 0.25 nm on each side. The width acts as 8.5 nm, E_1(0) falls to 16.5 meV and ℓ rises by 6% to 10.1 nm. The wave also enters the oxide below the base, so the mean height rises by less than ℓ does. The valleys with the light mass across the fin penetrate further and drop more, which shrinks the 11 meV between the two kinds of valley to about 7.6 meV.

**Nonparabolicity.** A rough coefficient of 0.5 per eV times the ground energy is 0.012, so mass corrections are at the percent level.

**Width fluctuations.** Over one ℓ the taper changes the width by 0.48 nm. An unintended change of 0.3 nm shifts the lateral energy by 2 × 18.65 × 0.3/8 = 1.4 meV, comparable with Fℓ. If it extends over a length of order ℓ, it can displace the state modestly, up or down depending on where it sits.

**Substrate voltage.** An offset of 0.1 V across 25 nm of buried oxide puts a field into the base of the fin, which the gated sides screen. For a gate oxide of thickness t = 1 nm the rough rule (w_b + 2tε_Si/ε_ox)/π gives a decay length of 4.5 nm; the exact slowest mode decays over 4.2 nm. If the fin is taken to leave the field in the buried oxide undisturbed, which makes the estimate somewhat high, the potential step at the base is about 6 meV. The state vanishes there and shifts by only about 0.5 meV. Solving Laplace's equation for this geometry lowers these to about 4.8 meV and 0.4 meV, and the mean height moves by about 0.75 nm. The shift is proportional to the offset in first order, so a few tenths of a volt already compete with the taper.

**The electrons' own charge.** Spread n electrons per unit length over the width and a height h = a_1ℓ. Poisson's equation gives a rise of e²nw_b/(8ε_Si h) from side to centre, plus a drop e²nt/(2ε_ox h) in a gate oxide of thickness t = 1 nm. Together they equal Fℓ at n = 1.3 × 10⁵ per cm, one electron per 78 nm. This is a cautious limit: the gates screen the repulsion over about 4 nm, so electrons that far apart hardly feel each other, and smearing their charge overstates its effect. Filling the first subband up to the second would take 7 × 10⁶ per cm, one electron per 1.4 nm. There the smeared charge is a fair picture and its potential is more than fifty times Fℓ, so the flat potential fails well before that density. A switched-on transistor, with roughly 10¹² to 10¹³ electrons per cm² of sidewall, is far outside the model.

**Temperature.** The level spacing corresponds to 60 K. At 4 K the thermal mean height is that of the ground state, 13.3 nm. At 300 K, with Boltzmann occupation of the lowest lateral mode in these valleys, it is 22.4 nm, against 25 nm for a straight fin. About 30% of the electrons then occupy the other two valleys or higher lateral modes, and including them lowers the mean height to about 21.7 nm. A slight preference for the base survives, but localization does not.

The Airy state thus describes a cold, nearly empty fin with a closed base, smooth sidewalls and a substrate potential close to that of the gate. The full set of computed values is in the numerical output.

Table of computed values

```
masses m_t, m_l: 0.19, 0.92 m0
masses m_x, m_y, m_z: 0.315, 0.555, 0.190 m0
base width, top width, height: 8.0, 5.5, 50 nm
slope s: 0.050; each sidewall 1.43 deg
Airy zeros a1, a2: 2.3381, 4.0879
lateral energy at base E_b: 18.65 meV
force F: 0.2332 meV/nm = 0.00233 MV/cm times e
Airy length ell: 9.51 nm; F*ell: 2.217 meV
turning height a1*ell: 22.23 nm
probability above turning height: 0.1362
leading localization energy: 5.185 meV
leading mean height: 14.82 nm
s*ell/w_b: 0.0594; next-order fraction q: 0.1112
corrected localization energy: 5.761 meV
corrected mean height: 13.17 nm
2D, top far away: energy above E_b 5.804 meV, mean height 13.31 nm
2D, H = 50 nm: energy above E_b 5.804 meV, mean height 13.31 nm
2D ground energy, H = 50 nm: 24.459 meV
2D spacing to second state: 5.206 meV = 60.4 K times k_B
basis shift: energy 1.8e-10 meV, height 5.2e-10 nm
valleys along height: ell 4.75 nm, 2D energy 35.46 meV, mean height 7.01 nm
tall-fin table: slope, ell, leading, corrected, 2D mean height (nm)
  0.01  16.26  25.35  24.38  24.41
  0.02  12.91  20.12  18.90  18.96
  0.05  9.51  14.82  13.17  13.31
  0.10  7.55  11.76  9.69  9.94
2D exponent of mean height in slope near s = 1e-4: -0.3348
2D height ratio, lateral mode 2 to mode 1: 0.6304
s = 1e-3, deviation/prediction: energy 1.005, height 0.993
diagonal adiabatic shift: 10.04 micro-eV
mode-mixing shift: -0.248 micro-eV; exponent in slope 2.694
least slope s_min: 0.00440; mean height at s_min/20: 24.93 nm
oxide barrier 3.1 eV, oxide mass 0.5 m0: penetration 0.249 nm
finite barrier: E_b 16.53 meV, ell 10.10 nm
nonparabolicity 0.5 /eV times ground energy: 0.0122
width change over ell: 0.475 nm
width fluctuation 0.3 nm shifts E_b by 1.40 meV
permittivities Si, oxide: 11.7, 3.9; gate oxide 1.0 nm, buried oxide 25 nm
substrate offset 0.1 V: decay length 4.46 nm, base step 5.94 meV, level shift 0.49 meV
line density where own charge matches F*ell: 1.28e+05 /cm (one electron per 78 nm)
line density filling up to second state: 7.01e+06 /cm
T = 4 K: k_B*T 0.345 meV, thermal mean height 13.31 nm
T = 300 K: k_B*T 25.852 meV, thermal mean height 22.44 nm
```
